# Elastic Image Corrections for Point Defects in Periodic Supercells

## A convergent sum with the wrong sign

In a harmonic model crystal, a point defect in a 108-atom supercell of fixed shape has an energy 3.487 meV above its infinite-crystal value. The elastic interaction with the periodic images should account for most of this. Yet summing that interaction over ever larger cubic blocks of images gives a correction of $+0.229$ meV, which makes the error worse. The sum converges, but its limit belongs to the chosen block and not to the periodic crystal. A surface term of $-3.480$ meV is missing. With it the correction is $-3.251$ meV, and an error of 0.236 meV remains.

The method that supplies this term is the Varvenne–Bruneval–Marinica–Clouet correction. It treats a neutral defect in a stable host with a linear elastic far field. Repeated indices are summed, a comma denotes a derivative, and tensile stress is positive.

## Dipole, stress and energy

Let the defect exert forces $F^a$ on the host at positions $r^a$, with zero resultant and zero torque. Its elastic dipole $P_{ij}=\sum_a F^a_i r^a_j$ is then symmetric. The Green function obeys $C_{ijkl}G_{km,jl}+\delta_{im}\delta(x)=0$, with $C$ the host stiffness. Expanding in $r^a$,

$$u_i(x)=\sum_a G_{ik}(x-r^a)F^a_k\simeq G_{ik}\sum_aF_k^a-G_{ik,l}\sum_a F^a_k r^a_l=-G_{ik,l}P_{kl}.$$

The first term vanishes because the resultant is zero.

A small uniform strain $\varepsilon$ of the supercell, of volume $V$, makes the defect forces do work $P_{ij}\varepsilon_{ij}$, so $\partial E/\partial\varepsilon_{ij}=-P_{ij}$ at the perfect-crystal shape. This derivative is also $V\sigma_{ij}$. Hence

$$P_{ij}=-V\sigma_{ij}.$$

If the perfect supercell has a residual stress in the same calculation, it must first be subtracted from $\sigma$.

Write the strain produced at the defect by its images as $\varepsilon_{ij}=M_{ijkl}P_{kl}$. For fixed forces in a linear medium, minimising $\tfrac12u\cdot Ku-F\cdot u$ gives $u=K^{-1}F$ and the energy $-\tfrac12F\cdot K^{-1}F$. The images add $M$ to the response, so they shift the energy per cell by $-\tfrac12P{:}M{:}P$. The half arises because the image forces grow together with those of the defect. Therefore, to leading order,

$$E_\infty\simeq E_N+\tfrac12P_{ij}M_{ijkl}P_{kl}. \tag{1}$$

## Derivatives of the anisotropic Green function

Define $(uCv)_{ik}=C_{ijkl}u_jv_l$ and $Q(z)=(zCz)^{-1}$. In Fourier space $G$ is $Q(q)=Q(\hat z)/q^2$, with $q=|q|\hat z$. The factor $q^2$ of the volume element cancels, and pairing $\hat z$ with $-\hat z$ turns the radial integral into $\pi\delta(\hat z\cdot x)$:

$$G(x)=\frac1{8\pi^3}\int d\Omega\,Q(\hat z)\,\pi\delta(\hat z\cdot x)=\frac{1}{8\pi^2}\int d\Omega\,Q(\hat z)\,\delta(\hat z\cdot x).$$

Let $r=|x|$, $T=x/r$, and let $m(\psi)$ run over the unit circle normal to $T$. With $\hat z=\sqrt{1-s^2}\,m+sT$ we have $d\Omega=ds\,d\psi$ and $\hat z\cdot x=rs$. Each derivative of $G$ brings down a factor $\hat z_l$ and differentiates the delta function. Since $\delta'(rs)=r^{-2}\delta'(s)$ and $\delta''(rs)=r^{-3}\delta''(s)$, integration by parts leaves derivatives at $s=0$, with a minus sign for the first.

It is easier to use $z=m+\tau T$, for which $\hat z=z/\sqrt{1+\tau^2}$ and $s=\tau-\tau^3/2+\dots$. The function $z_jz_lQ(z)$ has degree zero, so it is unchanged by the rescaling. As $s$ and $\tau$ differ first at third order, second derivatives at the origin agree. The function $z_lQ(z)$ has degree $-1$; its rescaling factor $1+O(\tau^2)$ does not affect a first derivative. Thus

$$G_{ik,l}=-\frac1{8\pi^2r^2}\oint d\psi\,\frac{d}{d\tau}(z_lQ_{ik})\Big|_0,\qquad
G_{ik,jl}=\frac1{8\pi^2r^3}\oint d\psi\,\frac{d^2}{d\tau^2}(z_jz_lQ_{ik})\Big|_0 .$$

Expand $zCz=mCm+\tau D+\tau^2B$, where $D=mCT+TCm$ and $B=TCT$. Differentiating the inverse gives

$$Q'=-QDQ,\qquad Q''=2QDQDQ-2QBQ,$$

and the product rule gives the two integrands:

$$T_lQ+m_lQ',\qquad 2T_jT_lQ+2(T_jm_l+m_jT_l)Q'+m_jm_lQ''.$$

Both are unchanged by $m\to-m$. Equally spaced angles on a half circle therefore suffice, with the result doubled. Two tests support the formulas: finite differences of $G_{ik,l}$ reproduce $G_{ik,jl}$, and the traction through a closed surface balances a unit force.

## Regularising the image sum

The terms $G_{ik,jl}(R)$ fall as $R^{-3}$ while the number of images in a shell grows as $R^2$. Absolute convergence fails, and the limit depends on the shape of the summed region.

One further derivative falls as $R^{-4}$ and sums absolutely. The summed gradient of the distortion $u_{i,j}$ is therefore free of ambiguity and periodic. It can differ from the gradient of the periodic solution only by a smooth, periodic, force-free field, which is a constant. Both gradients are odd under inversion about the defect, so this constant is zero. The block sum thus differs from the periodic solution by a uniform distortion only. Fixed cell vectors determine that constant: the periodic $u$ has zero mean distortion over a cell.

Take a block of cells $|n_i|\le N$. The mean distortion of its summed field in the central cell, central dipole included, is

$$\bar w_{ij}=\frac1V\sum_R\int_{\rm cell}u_{i,j}(x-R)\,d^3x=\frac1V\oint_{\partial\rm block}u_in_j\,dS .$$

The shifted cells tile the block, so contributions of inner faces cancel in pairs. The surface form also includes the singular contribution at the dipole itself. Because $u\propto r^{-2}$ and $dS\propto r^2$, the integral depends on the shape of the block and not on its size. It can be evaluated on one cell when the block has the shape of the cell.

Inserting $u_i=-G_{ik,l}P_{kl}$ and subtracting $\bar w$ from the strain of the images gives

$$M_{ijkl}=-\sum_{R\ne0}G_{ik,jl}(R)+\frac1V\oint G_{ik,l}\,n_j\,dS. \tag{2}$$

The central dipole enters the mean that is removed, but its own singular strain is not an image strain and is absent from the sum. Any antisymmetric part of (2) drops out on contraction with $P$.

The surface integral $J_{ijkl}=\oint G_{ik,l}n_j\,dS$ cannot vanish. Force balance requires $C_{pjil}J_{ijkl}=-\delta_{pk}$, whatever the shape.

### Truncation error

Beyond the block, the cell averages of the dipole field add to zero between two similar surfaces. What remains is the difference between the value at each cell centre and the cell average. For cell edges $h_a$,

$$\langle f\rangle_{\rm cell}=f(R)+\frac1{24}\sum_a(h_a\cdot\nabla)^2f(R)+\dots$$

With $f\propto R^{-3}$ the difference falls as $R^{-5}$. Summed outside the block it gives

$$\int_{N+1/2}^{\infty}R^2R^{-5}\,dR\propto(N+\tfrac12)^{-2}.$$

Cells are symmetric about their centres, so only even derivatives occur and the next term is $(N+\frac12)^{-4}$.

For a cubic cell of the model crystal below, the 1111 component of $V$ times the raw sum is $-0.05374$, $-0.05757$ and $-0.05852$ Å$^3$/eV at $N=3,6,10$. The polynomial in $x=(N+\frac12)^{-2}$ through the three points extrapolates to $-0.05911$. The deviations times $(N+\frac12)^2$ are 0.066, 0.065 and 0.065, as the law predicts.

### A reciprocal-space check

The Fourier coefficient of the periodic distortion is $g_jg_lQ_{ik}(g)P_{kl}/V$, since two factors of $i$ cancel the minus sign in $u$. Zero mean distortion removes $g=0$. Subtracting the isolated dipole gives

$$VM_{ijkl}=\lim_{\eta\to\infty}\Big[\sum_{g\ne0}-V\!\int\!\frac{d^3g}{(2\pi)^3}\Big]g_jg_lQ_{ik}(g)e^{-g^2/\eta^2}.$$

This route uses neither block nor surface. It agrees with (2) to $3\times10^{-6}$ of the largest component for a cube and $1\times10^{-5}$ for a $1\times1\times2$ cell.

## The algorithm

1. Obtain $C$ for the perfect crystal with the same numerical settings as the defect calculation.
2. Relax the atoms at fixed cell; record $E_N$ and $P=-V\sigma$.
3. Sum $-G_{ik,jl}(R)$ over blocks of at least two sizes, shaped like the cell, and extrapolate in $(N+\frac12)^{-2}$. Images $R$ and $-R$ contribute equally, so half of them suffice.
4. Integrate $G_{ik,l}n_j$ over the cell faces, divide by $V$, and add.
5. Apply (1).

The product $VM$ depends on the cell shape and on $C$, but not on the cell size. One evaluation serves a whole series of similar supercells.

### Supercells relaxed to zero stress

If the cell may also strain, the energy gains $\tfrac V2\varepsilon{:}C{:}\varepsilon-P{:}\varepsilon$. For given forces the minimum is at $\varepsilon=S{:}P/V$, with $S=C^{-1}$. This uniform strain adds to the image strain, so

$$M\;\to\;M+\frac SV,\qquad P=V\,C{:}\varepsilon. \tag{3}$$

Here $\varepsilon$ is measured from the perfect-crystal cell.

An error in $C$ acts differently in the two cases. Multiply all stiffnesses by $\lambda$. At fixed cell, $P$ comes from the stress and $M$ scales as $\lambda^{-1}$, so the correction scales as $\lambda^{-1}$. At zero stress, $P$ scales as $\lambda$, and the correction scales as $\lambda^2\lambda^{-1}=\lambda$.

## A lattice model with a known limit

The host is an fcc crystal with nearest-neighbour springs $k=2$ eV/Å$^2$ and lattice parameter $a=4$ Å. These are round model values. For bond vectors $r_b$ with unit vectors $e_b$, the strain energy density gives

$$C_{ijkl}=\frac{k}{2(a^3/4)}\sum_{b=1}^{12}e_{b,i}r_{b,j}e_{b,k}r_{b,l}.$$

A bond with an $x$ component has $(e_xr_x)^2=a^2/8$, and there are eight. Hence $C_{11}=2k/a=1$ eV/Å$^3$. Four bonds contribute to $C_{12}$ and $C_{44}$, so both equal $k/a=0.5$ eV/Å$^3$. The Zener ratio is 2, so the host is anisotropic.

The defect changes the twelve bonds of one atom to stiffness $k'_b$ and misfit $d_b$. The two bonds along $[110]$ have 3.0 eV/Å$^2$ and 0.3 Å; the other ten have 1.5 eV/Å$^2$ and 0.1 Å. Let $s=B^{\mathsf T}u$ collect the bond elongations, $\kappa=\mathrm{diag}(k'_b-k)$ and $h_b=k'_bd_b$. Then

$$E=\tfrac12u\cdot Ku+\tfrac12s\cdot\kappa s-h\cdot s+\tfrac12\sum_bk'_bd_b^2 .$$

Stationarity gives $Ku=Bt$ with $t=h-\kappa s$. With the bond response $\Gamma=B^{\mathsf T}K^{-1}B$, rigid translation excluded, $s=\Gamma t$ and so $s=(1+\Gamma\kappa)^{-1}\Gamma h$. Since $u\cdot Ku=s\cdot t=s\cdot h-s\cdot\kappa s$, the minimum energy and dipole are

$$E=\tfrac12\sum_bk'_bd_b^2-\tfrac12h\cdot s,\qquad P=\sum_bt_b\,e_b\otimes r_b .$$

For a finite supercell, $\Gamma_N$ is a sum over its wavevectors. For the infinite crystal it is a Brillouin-zone integral whose integrand is bounded but depends on direction at $q=0$. Dividing the zone into pyramids with apex at $q=0$ makes the integrand smooth in the pyramid coordinates. No elasticity theory enters this reference. A bond-by-bond minimisation of the 108-atom cell confirms the energies in both boundary conditions, and strain derivatives confirm $P$.

### What the correction leaves behind

Both systems have the same load, $h=(1+\kappa\Gamma)t$. Writing $h$ once with the infinite and once with the finite quantities,

$$h\cdot s_N=t_\infty\cdot(1+\Gamma_\infty\kappa)\Gamma_Nt_N,\qquad
h\cdot s_\infty=t_\infty\cdot\Gamma_\infty(1+\kappa\Gamma_N)t_N .$$

The terms with $\kappa$ cancel in the difference, leaving the identity

$$E_N-E_\infty=-\tfrac12\,t_N\cdot(\Gamma_N-\Gamma_\infty)\,t_\infty. \tag{4}$$

An image distortion $w$ stretches bond $b$ by $e_b\cdot wr_b$. Therefore $\Gamma_N-\Gamma_\infty=\Pi M+\rho$, where $(\Pi M)_{bb'}=e_{b,i}r_{b,j}M_{ijkl}e_{b',k}r_{b',l}$. The remainder $\rho$ contains higher gradients and lattice corrections to $G$. Odd derivatives cancel between $R$ and $-R$, so the next order is $L^{-5}$, where $L$ is the edge scale at fixed shape. Doubling the cell from $n=10$ to 20 gives decay powers of 5.01 for the largest element of $\rho$, in both $n\times n\times n$ and $n\times n\times2n$ cells.

The dipole changes as well. Subtracting the two forms of $h$ gives

$$t_N-t_\infty=-(1+\kappa\Gamma_N)^{-1}\kappa(\Gamma_N-\Gamma_\infty)t_\infty ,$$

which falls as $L^{-3}$; the measured power for $P$ is 3.000. This is the defect's elastic polarisability, and it vanishes for $\kappa=0$. The error after correction is

$$\Delta_N=\tfrac12P_N{:}M{:}(P_N-P_\infty)-\tfrac12t_N\cdot\rho\,t_\infty, \tag{5}$$

with terms of order $L^{-6}$ and $L^{-5}$. The method removes the $L^{-3}$ error, not all elastic finite-size error.

## Working through 108 atoms

The cell has $V=1728$ Å$^3$ and $E_N=0.228867$ eV. Its stress components are $\sigma_{11}=\sigma_{22}=-0.3283$ GPa and $\sigma_{33}=\sigma_{12}=-0.1632$ GPa. The defect pushes outwards, and

$$P_{11}=P_{22}=3.5403,\quad P_{33}=1.7599,\quad P_{12}=1.7600\ \text{eV}.$$

For the cube, the symmetrised 1111, 1122 and 1212 components of $VM$ are $-0.81357$, $0.29307$ and $-0.23975$ Å$^3$/eV. With $Y=VM{:}P$,

$$\begin{aligned}
Y_{11}&=-0.81357(3.5403)+0.29307(3.5403+1.7599)=-1.327,\\
Y_{33}&=-0.81357(1.7599)+0.29307(2\times3.5403)=0.643,\\
Y_{12}&=2(-0.23975)(1.7600)=-0.844,
\end{aligned}$$

all in Å$^3$. The factor 2 in $Y_{12}$ counts $P_{12}$ and $P_{21}$. Then

$$\tfrac12P{:}M{:}P=\frac{2(3.5403)(-1.327)+1.7599(0.643)+2(1.7600)(-0.844)}{2\times1728}\ \text{eV}=-3.25\ \text{meV}.$$

The corrected energy is $0.225616$ eV, against $E_\infty=0.225380$ eV.

At zero stress the energy is $0.222121$ eV, now below the limit by 3.259 meV. Releasing the cell can only lower a minimum, and here it carries the energy past $E_\infty$. Equation (3) adds $S$, with components 1.5, $-0.5$ and 0.5 Å$^3$/eV, to $VM$. The correction becomes $+3.496$ meV and the corrected energy $0.225617$ eV. The two boundary conditions, 6.7 meV apart before correction, agree to 0.0003 meV after it, with errors of 0.2361 and 0.2364 meV. Their common error of 0.236 meV shows that such agreement does not measure the remaining error.

### Dependence on size and shape

Errors at fixed cell, relative to $E_\infty$:

| Atoms | Uncorrected (meV) | Corrected (meV) |
|---:|---:|---:|
| 32 | 13.43 | 2.24 |
| 108 | 3.487 | 0.236 |
| 256 | 1.401 | 0.035 |
| 864 | 0.406 | 0.002 |

The remaining fraction falls from 17% at 32 atoms to 7% at 108 and 2.5% at 256. From 108 to 864 atoms, a doubling of $L$, the corrected error falls by a factor near 100, whereas $L^{-5}$ alone would give 32. The polarisability is not the cause: with the printed dipoles, the first term of (5) is about $-0.01$ meV at 108 atoms. The error therefore comes mainly from the term in $\rho$, and orders beyond $L^{-5}$ must still contribute to it at these sizes. The fifth power was measured only between $n=10$ and 20. The factor of 100 belongs to this example and should not be expected of another defect.

A $3\times3\times6$ cell with 216 atoms has an error of 2.816 meV before correction and 0.386 meV after it. The corrected error exceeds that of the 108-atom cube, although there are twice as many atoms. The distance to the nearest images does not explain this. In both cells the term in $\rho$ comes mainly from the two images at $\pm(3a,3a,0)$, on the $[110]$ axis of the defect, with about $+0.22$ meV each, while the images $3a$ away contribute with the opposite sign. In the cube the layers of images at $z=\pm3a$ cancel about 0.15 meV of the error; lengthening the cell along $z$ removes this cancellation and leaves the dominant images in place.

The block shape, unlike the cell shape, must not matter. For the cubic cell, an $11\times11\times21$ block changes the raw 1111 component from $-0.059$ to $+0.062$ Å$^3$/eV. With the surface term of that same block the total is $-0.812$, against $-0.814$ from extrapolated cubic blocks. The small difference is of the size expected from finite truncation.

## Where the correction fails

Equation (1) requires a cell large enough for the defect to have a well-defined dipole and for the host between the images to respond linearly. If the core structure changes with cell size, $E_N$ belongs to a different defect, and no image sum repairs that. Near an elastic instability $Q$ becomes large in the soft directions, and both the correction and its sensitivity to $C$ can grow. Charged defects need a separate electrostatic correction, and their stress does not define $P$ directly: besides an electrostatic finite-size part, $V\sigma$ contains a term proportional to the charge that depends on the convention for the mean electrostatic potential and does not vanish as the cell grows. In calculations with electrons, interactions through overlapping defect states also lie outside (1).

A practical check is to correct two cell sizes of the same shape. If their corrected energies differ by an amount comparable with the correction of the smaller cell, the leading elastic term does not control the size error of that cell. For the 32- and 108-atom cubes above, the difference is 2.00 meV, against a correction of 11.19 meV in magnitude at 32 atoms. The numerical output below lists the main components of the other tensors and the results for larger cells.

## Calculated quantities

```
lattice parameter a = 4.0 A, spring k = 2.0 eV/A^2
axis bonds: stiffness 3.0 eV/A^2, misfit 0.3 A
other bonds: stiffness 1.5 eV/A^2, misfit 0.1 A
C11 C12 C44 = 1.0000 0.5000 0.5000 eV/A^3
C11 C12 C44 = 160.22 80.11 80.11 GPa
Zener anisotropy 2C44/(C11-C12) = 2.0000
Tensors V*M below: components 1111, 1122, 1212 (symmetrised), A^3/eV
cube, raw image sum, N = 3: -0.05374 0.04458 0.00458
cube, raw image sum, N = 6: -0.05757 0.04682 0.00538
cube, raw image sum, N = 10: -0.05852 0.04737 0.00557
cube, raw sum extrapolated: -0.05911 0.04772 0.00570
cube, surface term: -0.75445 0.24535 -0.24545
cube, V*M: -0.81357 0.29307 -0.23975
cube, raw sum over 11x11x21 block: 0.06247 -0.07087 0.05422
cube, surface term of that block: -0.87436 0.36226 -0.29462
cube, V*M from that block: -0.81189 0.29139 -0.24040
1x1x2 cell, V*M: -1.56855 0.67347 -0.53475
compliance S: 1.50000 -0.50000 0.50000
relative gap to reciprocal sum, cube and 1x1x2: 3.2e-06 1.0e-05
infinite crystal: E_inf = 0.225380 eV
infinite crystal: P11 P22 P33 P12 = 3.5341 3.5341 1.7638 1.7496 eV
108 atoms: V = 1728.0 A^3, E_N = 0.228867 eV
108 atoms: E_N by direct minimisation = 0.228867 eV
108 atoms: P11 P22 P33 P12 = 3.5403 3.5403 1.7599 1.7600 eV
108 atoms: stress 11 22 33 12 = -0.3283 -0.3283 -0.1632 -0.1632 GPa
108 atoms: (1/2)P:M:P, image-sum part = 0.229 meV
108 atoms: (1/2)P:M:P, surface part = -3.480 meV
108 atoms: (1/2)P:M:P, total = -3.251 meV
108 atoms: corrected energy = 0.225616 eV
108 atoms, zero stress: E = 0.222121 eV
108 atoms, zero stress: P11 P22 P33 P12 = 3.5297 3.5297 1.7690 1.7404 eV
108 atoms, zero stress: correction = 3.496 meV
Errors against E_inf in meV: fixed cell raw, corrected; zero stress same
n atoms E_N(eV) fixed_raw fixed_corr free_raw free_corr
2 32 0.238806 13.4256 2.2384 -9.4557 2.2476
3 108 0.228867 3.4867 0.2361 -3.2592 0.2364
4 256 0.226781 1.4011 0.0351 -1.4435 0.0352
6 864 0.225787 0.4064 0.0024 -0.4364 0.0024
8 2048 0.225551 0.1708 0.0004 -0.1848 0.0004
10 4000 0.225468 0.0873 0.0001 -0.0947 0.0001
20 32000 0.225391 0.0109 0.0000 -0.0119 0.0000
3x3x6 cell, 216 atoms: raw error = 2.8155 meV
3x3x6 cell: corrected error = 0.3858 meV
decay power of response residual, n=10 to 20, cube: 5.009
decay power of response residual, n x n x 2n: 5.011
decay power of P_N - P_inf, n=10 to 20: 3.000
```
